# Shadow and doping edge of a resist wall under tilted implantation

## Problem

A silicon wafer carries a photoresist mask with a long, straight edge. The mask is $h=1000$ nm high and its wall is vertical. Boron ions arrive in a parallel beam tilted by $\theta=7^\circ$ from the wafer normal. A tilt of this size is used to keep ions from entering the open channels that a silicon crystal presents along its surface normal.

Let the wafer surface be the plane $z=0$, with $z$ pointing upward. The mask fills $x<0$, $0<z<h$, its edge runs along $y$, and the surface $x>0$ is open. The azimuth $\varphi$ is the angle between the horizontal part of the beam direction and the $+x$ direction. For $\varphi=0$ the beam therefore passes over the mask towards the opening, and the tilt lies in the plane perpendicular to the edge.

In parts (a) to (c) the mask stops every ion that touches it.

(a) Find the width $L$ of the open strip next to the wall that receives no direct beam, for any $\varphi$. Evaluate it for $\varphi=0$ and $\varphi=22^\circ$.

(b) A second, equal wall stands at $x=W=1000$ nm. How wide is the directly lit floor for $\varphi=0$? Next, consider the first wall alone and divide the dose equally among four implants with azimuths $90^\circ$ apart. What dose does the strip receive?

(c) How much does $L$ change if the tilt is wrong by $0.5^\circ$? How much does it change if the wall leans back by $\beta=2^\circ$ from the vertical, with its foot kept in place?

(d) Ions that clip the upper corner of the mask cross only a little resist. Take straight paths and a range $R_m=200$ nm in resist. Which part of the shadow do they reach, and how many are there?

(e) In silicon the ions travel a mean distance $R_p=100$ nm along the beam, with Gaussian straggles $\sigma_p=40$ nm along it and $\sigma_t=45$ nm in each direction across it. For an opaque mask and $\varphi=0$, find the lateral doping edge. Compare it with the edge for $\varphi=180^\circ$.

(f) The resist is removed and the wafer is annealed for $t=10$ s with a constant diffusivity $D=1.5\times10^{-14}$ cm²/s. How does the edge change, and what if damage left by the implant raises $D$ tenfold?

## Solution

### (a) The shadow on the surface

The beam moves along the unit vector

$$\mathbf u=(\sin\theta\cos\varphi,\ \sin\theta\sin\varphi,\ -\cos\theta).$$

A surface point is lit if the ray that ends there has met no resist on its way. Start at $(x,y,0)$ with $x>0$ and go back a distance $s$ against the beam. The position is $(x,y,0)-s\mathbf u$, so its height and its coordinate across the edge are

$$z=s\cos\theta,\qquad X=x-s\sin\theta\cos\varphi .$$

Substituting $s=z/\cos\theta$ from the first relation into the second gives

$$X(z)=x-z\tan\theta\cos\varphi .$$

The ray has crossed the mask if $X(z)<0$ at some height $0<z<h$, that is, if

$$x<z\tan\theta\cos\varphi\quad\text{for some } 0<z<h .$$

If $\cos\varphi>0$, the right-hand side grows with $z$ and approaches its largest value at the top of the wall. The upper corner therefore sets the shadow boundary. If $\cos\varphi\le0$, the right-hand side is never positive, while $x$ is, so no open point is dark. Both cases are contained in

$$\boxed{L=h\tan\theta\,\max(0,\cos\varphi)} .$$

For $\varphi=0$,

$$L=1000\ \text{nm}\times0.12278=122.8\ \text{nm}=0.1228\ \mu\text{m}.$$

Following rays backwards numerically through the mask volume, and searching for the boundary between dark and lit points, gives 122.78 nm for the same height and tilt.

The tangent appears because $h$ is the vertical side of the triangle and $L$ its horizontal side. The sine would belong to a height measured along the beam.

At $\varphi=22^\circ$ the shadow is 113.8 nm wide. The horizontal displacement of a ray between the top of the mask and the wafer is still $h\tan\theta$, but only its component perpendicular to the edge counts. At $\varphi=90^\circ$ the beam is tilted along the edge and the shadow vanishes. The azimuth is measured from the normal of this particular edge. It equals the twist angle set on an implanter only if that angle is counted from the same direction.

The shadow also vanishes as $\theta\to0$. It is proportional to $h$, so a wall of 100 nm casts one tenth of the shadow at the same tilt. The height that matters is the one during the implant, which can differ from the height after development if the resist shrinks under the beam.

### (b) A window, and four implants

For $\varphi=0$ the backward ray from a floor point leans towards the left wall and away from the right one. Only the left wall can shade the floor. If $L<W$, the lit part is $L<x<W$; otherwise the whole floor is dark. Thus

$$W_\text{lit}=\max(0,\,W-h\tan\theta).$$

Here $W_\text{lit}=1000-122.8=877.2$ nm, and 12.3% of the floor is in shadow. A window 100 nm wide, with the same walls and tilt, would have no directly lit floor, because its width is less than $L$. Direct light reaches the floor only if $\tan\theta<W/h$, so narrow openings in thick resist limit the usable tilt.

Now take the first wall alone and four equal implants at $\varphi=0^\circ,90^\circ,180^\circ,270^\circ$. The cosines are $1,0,-1,0$. One implant casts a shadow and three do not, so the strip $0<x<L$ receives

$$\frac{3}{4}$$

of the dose on open wafer. The rotation makes opposite edges of a mask equivalent, but it does not remove the shadow: it replaces one empty strip by a partly dosed strip at each edge.

The fraction depends on the alignment. Turn all four azimuths by an angle $\alpha$ between $0^\circ$ and $90^\circ$. Their cosines become $\cos\alpha,\,-\sin\alpha,\,-\cos\alpha,\,\sin\alpha$. Two are positive, so there are two shadows, of widths $h\tan\theta\cos\alpha$ and $h\tan\theta\sin\alpha$. Where they overlap, the surface receives one half of the dose; where only the wider one falls, it receives three quarters.

### (c) Tilt error and wall slope

For $\varphi=0$, differentiating $L=h\tan\theta$ gives, for a small error $\delta\theta$ in radians,

$$\delta L=\frac{h}{\cos^2\theta}\,\delta\theta .$$

With $\delta\theta=0.5^\circ=0.00873$ rad and $\cos\theta=0.99255$,

$$\delta L=\frac{1000\ \text{nm}\times0.00873}{0.99255^2}=8.9\ \text{nm}.$$

This is about 7% of $L$, the same fraction as $0.5^\circ$ is of $7^\circ$, because $\tan\theta$ is nearly proportional to $\theta$ at small angles. If the beam contains a spread of directions instead of a single wrong one, each direction has its own boundary and the shadow tip is blurred on this scale.

For the leaning wall, the mask surface at height $z$ lies at $x=-z\tan\beta$. The backward ray is inside the mask if

$$x-z\tan\theta<-z\tan\beta,\qquad\text{or}\qquad x<z(\tan\theta-\tan\beta).$$

As before, a positive bracket makes the top of the wall decisive, and a negative or zero bracket leaves no shadow:

$$L_\beta=h\,\max(0,\tan\theta-\tan\beta).$$

For $\beta=2^\circ$ this is 87.9 nm, a shortening of 34.9 nm. The top corner has moved back by $h\tan\beta$ and has taken the shadow boundary with it. Once the wall leans by at least the tilt angle, the shadow is gone. Of the two changes considered here, the slope is the larger, so a shadow calculated for a vertical wall needs a measured wall profile before it can be trusted to 10 nm.

### (d) Ions through the upper corner

Take $\varphi=0$ and a vertical wall. A ray aimed at a point $x$ inside the shadow is at $X=x-h\tan\theta=x-L$ when it reaches the height of the mask top. This is negative, so it enters through the top face, at a distance $L-x$ behind the wall. It leaves through the wall at $X=0$. Its horizontal travel in the resist is $L-x$, and since a path $\ell$ has horizontal part $\ell\sin\theta$,

$$\ell(x)=\frac{L-x}{\sin\theta}.$$

At the foot, $x=0$, this becomes $L/\sin\theta=h/\cos\theta=1007.5$ nm, the full slanted path through the mask. With a straggle of 50 nm in resist, it exceeds the range by

$$\frac{1007.5-200}{50}=16.2$$

straggles. The body of the mask is therefore opaque within the Gaussian range model. The corner is not. An ion gets through if $\ell(x)<R_m$, which means

$$L-R_m\sin\theta<x<L .$$

The width of this strip is $200\ \text{nm}\times0.12187=24.4$ nm. On straight paths, slowed ions reach the outer 24.4 nm of the shadow, and the inner 98.4 nm stay dark. An ion aimed close to $x=L$ has lost little energy; one aimed at the inner end of the strip has almost none left.

The number of leaking ions, relative to the number that would land on the width $L$ without a mask, is

$$\frac{R_m\sin\theta}{h\tan\theta}=\frac{R_m\cos\theta}{h}=19.9\%.$$

Straggling of the range in resist does not alter this count on average, as long as the ranges stay below the full path: the strip width is proportional to the range, so its mean follows from the mean range.

Both the number and the landing place belong to the straight-path model only. The sideways straggle in resist is tens of nanometres, larger than the 24.4 nm strip, so ions that enter the top face further behind the wall can also escape, and the straight-path count tends to be too low. These ions leave the wall about 800 nm or more above the wafer, where each degree of deflection moves the landing point by about 14 nm. Escape through the wall favours ions deflected outward, so most of them can be expected to land well beyond the shadow, and only a few in its outer strip or in the part called dark above. The estimate gives the order of magnitude of the leakage; its amount and distribution require a calculation of ion transport in both materials.

### (e) The doping edge in silicon

The mask is again opaque, and $\varphi=0$. An ion that enters silicon at $x_0>L$ travels a distance $r$ along the beam and is displaced by $q$ across it, in the $xz$ plane. The unit vectors for these two displacements are $(\sin\theta,-\cos\theta)$ and $(\cos\theta,\sin\theta)$ in the order $(x,z)$. The ion stops at

$$x=x_0+r\sin\theta+q\cos\theta .$$

The displacement along $y$ does not affect $x$. Since $r$ and $q$ are independent Gaussian variables with means $R_p$ and $0$, the stopping position is Gaussian with mean $x_0+R_p\sin\theta$ and variance

$$\sigma_x^2=(\sigma_p\sin\theta)^2+(\sigma_t\cos\theta)^2 .$$

With the given straggles, $\sigma_x=44.9$ nm. At this small tilt nearly all of it comes from the straggle across the beam.

Let $N(x)$ be the number of stopped ions per unit wafer area, summed over depth, and $N_0$ its value far out in the open region. The entry points are spread evenly over $x_0>L$. The second wall of part (b) is many $\sigma_x$ away, so the integral may run to infinity:

$$\frac{N(x)}{N_0}=\int_L^\infty\frac{dx_0}{\sqrt{2\pi}\,\sigma_x}
\exp\!\left[-\frac{(x-x_0-R_p\sin\theta)^2}{2\sigma_x^2}\right].$$

Substitute $v=(x-x_0-R_p\sin\theta)/\sigma_x$, so that $dx_0=-\sigma_x\,dv$. The lower limit becomes $v=(x-L-R_p\sin\theta)/\sigma_x$ and the upper one $v=-\infty$. The minus sign exchanges the limits, and

$$\boxed{\frac{N(x)}{N_0}=\Phi\!\left(\frac{x-x_e}{\sigma_x}\right),\qquad x_e=L+R_p\sin\theta},$$

where $\Phi(a)=(2\pi)^{-1/2}\int_{-\infty}^{a}e^{-v^2/2}\,dv$. Since $\Phi(0)=1/2$, the point $x_e$ is where the dose has half its open value:

$$x_e=122.8+12.2=135.0\ \text{nm}.$$

The half-dose point lies beyond the surface shadow because the ions keep moving away from the wall while they slow down. Straggling sends some of them back. The relative dose is 39.3% at the shadow tip and 0.13% at the foot of the wall.

The mean over the shadow follows from the integral of $\Phi$. Let $g(a)=(2\pi)^{-1/2}e^{-a^2/2}$ and $G(a)=a\Phi(a)+g(a)$. Because $\Phi'=g$ and $g'=-ag$, one finds $G'=\Phi+ag-ag=\Phi$. Hence

$$\frac1L\int_0^L\frac{N}{N_0}\,dx=\frac{\sigma_x}{L}\left[G\!\left(\frac{L-x_e}{\sigma_x}\right)-G\!\left(-\frac{x_e}{\sigma_x}\right)\right]=10.2\%.$$

Random sampling of entry points and stopping positions, with the same parameters, gives 10.1%. The shadow is thus free of direct beam at the surface but not free of dopant below it.

For $\varphi=180^\circ$ the open surface is lit right up to the wall, so $L$ is replaced by $0$, and the horizontal motion in silicon is towards the mask. The half-dose point is at $x=-R_p\sin\theta=-12.2$ nm, under the resist. A resist line with open wafer on both sides has one edge of each kind. Measured outward from its walls, the two doping edges lie at 135.0 nm and $-12.2$ nm, a difference of

$$L+2R_p\sin\theta=147.2\ \text{nm}.$$

With an opaque mask, a transistor whose source and drain were defined in this way would be lopsided by that amount. Resist that leaks as in part (d) shifts both edges. For $\varphi=0$ the ions that cross the upper corner move the edge towards the wall. For $\varphi=180^\circ$ ions that strike the wall close to its foot can pass through the resist and enter the silicon under the mask, which moves that edge further under it. Both shifts point towards negative $x$, but they need not be of similar size. Scattered corner ions fall a long way and mostly miss the edge, so the first shift can be small. Ions that pass the foot enter the silicon at once, and ions that glance back out of the wall add dose next to it. The difference can therefore change by an amount comparable to the leakage strip of part (d), and 147.2 nm is the result for an opaque mask only.

In the window of part (b), the left doping edge is at $L+R_p\sin\theta$ and the right one at $W+R_p\sin\theta$. Their separation is $W-L=877.2$ nm: the range in silicon shifts the doped region sideways without changing its width.

### (f) Annealing

Let $C(x,z,t)$ be the dopant concentration. With constant $D$,

$$\frac{\partial C}{\partial t}=D\left(\frac{\partial^2C}{\partial x^2}+\frac{\partial^2C}{\partial z^2}\right).$$

Integrate over depth. If no dopant leaves through the surface and none is found deep in the wafer, the $z$ term integrates to zero, and $N$ obeys

$$\frac{\partial N}{\partial t}=D\frac{\partial^2N}{\partial x^2}.$$

Try $N=N_0\Phi(a)$ with $a=(x-x_e)/s(t)$. Then

$$\frac{\partial N}{\partial t}=-N_0\,g(a)\,a\,\frac{\dot s}{s},\qquad
\frac{\partial^2N}{\partial x^2}=-N_0\,\frac{a\,g(a)}{s^2}.$$

The equation holds if $s\dot s=D$, that is, $d(s^2)/dt=2D$. Starting from $s=\sigma_x$,

$$s^2=\sigma_x^2+2Dt .$$

The half-dose point stays at $x_e$ and the edge widens. Since $1\ \text{cm}^2=10^{14}\ \text{nm}^2$, the diffusivity is 1.5 nm²/s, and

$$\sqrt{2Dt}=\sqrt{2\times1.5\times10}\ \text{nm}=5.5\ \text{nm}.$$

Added in squares to 44.9 nm, this is hardly visible. With a tenfold diffusivity the spread is 17.3 nm and the edge width becomes

$$s=\sqrt{44.93^2+17.32^2}\ \text{nm}=48.2\ \text{nm}.$$

The dose at the wall foot rises from 0.13% to 0.25% of the open dose. It nearly doubles although the width grows by only about 7%, because the foot lies far out in the tail of $\Phi$.

### How far the numbers apply

The parameters are rough typical values for boron implanted at about 30 keV through a micrometre-thick resist mask, followed by an anneal near 1000 °C. The surface shadow depends on geometry alone, and its value of 123 nm is as good as the height, angle and wall shape. The assumption of a sharp, opaque, vertical wall matters on the scale of tens of nanometres: a slope of $2^\circ$ removes 35 nm, and leakage through the corner affects about 24 nm on straight paths.

The dose at the foot is much less certain. It assumes a Gaussian tail, whereas real ion distributions are not strictly Gaussian and some ions may still be channelled by the crystal. The tilt takes the beam off the axial channel only. For a mask edge along $\langle110\rangle$ on a (100) wafer, the azimuths $0^\circ$, $90^\circ$, $180^\circ$ and $270^\circ$ place the beam in a $\{110\}$ plane, where planar channelling remains, and for this reason a twist is usually added to the tilt. It also omits the leaking ions, which could outweigh so small a tail if scattering carries them towards the wall. The value of $D$ is the intrinsic one, valid while the boron concentration stays below the intrinsic carrier density of roughly $7\times10^{18}$ cm⁻³ at 1000 °C; at source and drain doses $D$ grows with concentration, and the half-dose point no longer stays exactly at $x_e$. The tenfold diffusivity is an assumed enhancement held constant for the whole anneal; in a real wafer, enhancement by implant damage changes with time. The values behind these estimates are listed in the numerical output.

## Computed values

```
Mask height: 1000 nm
Beam tilt: 7.0 deg
tan(tilt): 0.12278
sin(tilt): 0.12187
cos(tilt): 0.99255
Shadow length, formula: 122.78 nm
Shadow length, formula: 0.1228 um
Shadow length, ray tracing: 122.78 nm
Example azimuth: 22 deg
Shadow at example azimuth: 113.8 nm
Implants out of 4 reaching the strip: 3
Window width: 1000 nm
Directly lit floor: 877.2 nm
Shadowed part of floor: 12.3 %
Angle error: 0.5 deg
Shadow change from angle error: 8.9 nm
Wall slope from vertical: 2.0 deg
Shadow with sloping wall: 87.9 nm
Shortening by wall slope: 34.9 nm
Range in resist (rough): 200 nm
Straggle in resist (rough): 50 nm
Path through full mask: 1007.5 nm
Opacity margin: 16.2 straggles
Corner leakage strip: 24.4 nm
Leakage strip / shadow: 19.9 %
Shadow left fully dark: 98.4 nm
Range in silicon (rough): 100 nm
Straggle along beam (rough): 40 nm
Straggle across beam (rough): 45 nm
Edge shift by range: 12.2 nm
Half-dose point from wall: 135.0 nm
Lateral edge width sigma_x: 44.9 nm
Relative dose at wall foot: 0.13 %
Relative dose at shadow tip: 39.3 %
Mean relative dose in shadow: 10.2 %
Same mean, sampled ions: 10.1 %
Diffusivity (rough): 1.5e-14 cm2/s
Anneal time: 10 s
Diffusion spread: 5.5 nm
Diffusivity enhancement (assumed): 10 times
Enhanced diffusion spread: 17.3 nm
Edge width after enhanced anneal: 48.2 nm
Foot dose after enhanced anneal: 0.25 %
```
